# Symmetry-allowed Hall, spin Hall and nonlinear tensors from magnetic group averaging

## A square crystal with one magnetic symmetry

Take a magnetic crystal that is left unchanged by a quarter turn about $z$ followed by time reversal $T$, but not by the quarter turn alone. What does this say about the in-plane conductivity, $J_i=\sigma_{ij}E_j$?

The quarter turn has $R_{xy}=-1$, $R_{yx}=1$ in the plane. It turns the tensor into $\sigma'_{ij}=R_{ia}R_{jb}\sigma_{ab}$, so

$$\sigma'_{xy}=R_{xy}R_{yx}\,\sigma_{yx}=-\sigma_{yx}.$$

Split $\sigma=\sigma^e+\sigma^o$ into parts that are even and odd when the magnetic state is reversed. The combined operation leaves the crystal unchanged, and $T$ gives the odd part an extra minus sign:

$$\sigma^e_{xy}=-\sigma^e_{yx},\qquad \sigma^o_{xy}=+\sigma^o_{yx}.$$

Onsager's relation, used below, makes $\sigma^e$ symmetric and $\sigma^o$ antisymmetric. Both off-diagonal parts therefore vanish, and there is no Hall effect in the plane.

Now let the current carry spin $z$: $J^z_i=\sigma^z_{ij}E_j$. A rotation about $z$ leaves this spin alone, so the same two equations hold. Onsager's relation does not connect $\sigma^z_{xy}$ with $\sigma^z_{yx}$, because the response and the drive are different kinds of current. This symmetry therefore allows both parts: an antisymmetric even one and a symmetric odd one.

A program setting that symmetrizes response tensors, or prints their allowed form, does this for every group element at once. Its inputs are the magnetic point group, the type of tensor and the time parity.

## What the setting assumes

Write a group element as $(R,s)$, with $R$ an orthogonal matrix and $s=-1$ if time reversal is included, $s=+1$ otherwise. Translations are dropped, because a homogeneous response does not depend on the origin. Let $X(M)$ be a static response tensor of a crystal in magnetic state $M$, with any applied magnetic field counted in $M$. Rotating the whole crystal rotates the tensor:

$$X(RM)=D(R)X(M),\qquad D(R)=(\det R)^{\alpha}\,R\otimes R\otimes\cdots$$

There is one factor $R$ per index, and $\alpha$ is the number of axial indices: 1 for a spin current, 0 for charge currents. Define

$$X^{e}=\tfrac12[X(M)+X(TM)],\qquad X^{o}=\tfrac12[X(M)-X(TM)].$$

Since $T$ commutes with $R$, each part obeys the rotation rule separately. If $(R,-1)$ is a symmetry, then $M=RTM$, and

$$X^{e}(M)=D(R)X^{e}(TM)=D(R)X^{e}(M),$$
$$X^{o}(M)=D(R)X^{o}(TM)=-D(R)X^{o}(M).$$

Both cases, with and without $T$, are contained in

$$X^{\nu}=D_\nu(g)X^{\nu},\qquad D_\nu(g)=s^{\nu}D(R),\qquad \nu=0\ (e),\ 1\ (o).$$

The experiment is not run backwards in this argument. Two magnetic states are compared in the same forward experiment, so dissipation does no harm.

## The average and what it counts

The setting forms

$$P_G=\frac1{|G|}\sum_{g\in G}D_\nu(g).$$

For any $h$ in $G$, $D_\nu(h)D_\nu(g)=D_\nu(hg)$, and $hg$ runs once through the group as $g$ does. Hence $D_\nu(h)P_G=P_G$: whatever $P_G$ produces is invariant. Conversely, if $X$ is invariant, every term of the average returns $X$, so $P_GX=X$. The image of $P_G$ is therefore the space of allowed tensors. Averaging $D_\nu(h)P_G=P_G$ over $h$ gives $P_G^2=P_G$. The eigenvalues are then 0 and 1, and the trace counts the independent components.

Intrinsic index symmetry enters through a second projector $S$. It permutes index slots that carry the same $R$, so it commutes with $P_G$, and $P=SP_G$ is again a projector. The choices are as follows.

- **Charge conductivity.** Onsager's relation $\sigma_{ij}(M)=\sigma_{ji}(TM)$ gives $\sigma^e_{ij}=\sigma^e_{ji}$ and $\sigma^o_{ij}=-\sigma^o_{ji}$. The second is the Hall part. Thus $S=\frac12(1\pm\text{swap})$, with plus for even and minus for odd.
- **Spin conductivity** $\sigma^c_{ij}$, with spin $c$, flow $i$ and field $j$. Here $S=1$, and each parity starts with 27 components.
- **Nonlinear Hall response**, $J_i=\chi_{ijk}E_jE_k$. The tensor is symmetric in $jk$, which leaves $3\times6=18$ components. The power $\chi_{ijk}E_iE_jE_k$ sees only the totally symmetric part, which has 10. The part that does no work has $S=S_{jk}-S_{ijk}$ and 8 components. Symmetry does not forbid the other 10 as a class; this choice of $S$ sets them aside.

The count can be done by hand. For spin tensors the trace of $D_\nu(g)$ is $s^\nu\det R\,(\operatorname{tr}R)^3$. The group $4'mm'$ contains the identity, the half turn $C_2$, the mirrors $m_x$ and $m_y$, and, each combined with $T$, two quarter turns and two diagonal mirrors. The traces of $R$ are $3,-1,1,1$ for these four types of $R$: identity, half turn, mirror, quarter turn. Therefore

$$n^e=\tfrac18[27-1-2+2-2]=3,\qquad n^o=\tfrac18[27-1-2-2+2]=3.$$

On antisymmetric rank-2 tensors the trace is $s^\nu\frac12[(\operatorname{tr}R)^2-\operatorname{tr}R^2]$. Without $s$ this is $3,-1,-1,1$ for the same four types, and

$$n_{\rm Hall}=\tfrac18[3-1-2-2+2]=0.$$

The same average, evaluated numerically for several groups, gives these counts:

| Group | Hall | Spin even / odd | Nonlinear Hall even / odd |
|---|---|---|---|
| $4mm1'$ | 0 | 3 / 0 | 1 / 0 |
| $4m'm'$ | 1 | 3 / 4 | 1 / 1 |
| $4'mm'$ | 0 | 3 / 3 | 1 / 1 |
| $4'/mmm'$ | 0 | 3 / 3 | 0 / 0 |
| $6/mmm1'$ | 0 | 3 / 0 | 0 / 0 |

A prime marks an operation combined with $T$, and $1'$ means that $T$ itself is a symmetry. Then all odd parts vanish. Inversion, $R=-1$, multiplies a tensor with three polar indices by $-1$ and removes the nonlinear response. It multiplies a spin tensor by $(-1)(-1)^3=+1$ and leaves it alone.

An antiferromagnet may instead be symmetric under inversion combined with $T$. The extra factor $s=-1$ acts on odd parts. The Hall part gets $-1$ and vanishes; the odd spin part also gets $-1$ and vanishes. For the nonlinear response the even part gets $-1$, while the odd part gets $(-1)(-1)=+1$ and may survive, if the other elements permit.

## Reading off the components

Write the columns of $P$ as rows and reduce them to row echelon form. The nonzero rows $r_p$ form a basis of the allowed space. Row $r_p$ has 1 at its own pivot component $p$ and 0 at the other pivots, so the coefficients of any allowed tensor are its pivot components:

$$X=\sum_p X_p\,r_p .$$

The pivots are the independent components, and the rows give all the others. Which member of a related set is called independent depends on the order of listing; the space does not.

For $4'mm'$ the reduction gives

$$\text{even: }\ \sigma^x_{yz}=-\sigma^y_{xz},\quad \sigma^x_{zy}=-\sigma^y_{zx},\quad \sigma^z_{xy}=-\sigma^z_{yx},$$

and the same three pairs with plus signs for the odd part. The even nonlinear Hall tensor has one constant $c$: $\chi_{xxz}=\chi_{xzx}=\chi_{yyz}=\chi_{yzy}=c$ and $\chi_{zxx}=\chi_{zyy}=-2c$. Thus

$$J_x=2cE_xE_z,\quad J_y=2cE_yE_z,\quad J_z=-2c(E_x^2+E_y^2),$$

and $\mathbf J\cdot\mathbf E=0$, as required. In the odd tensor the components with two $y$ indices have the opposite sign.

## Which mechanism fills which part

An allowed component may still be zero or small. Its size needs a model. For Bloch electrons of charge $-e$, the field moves $\mathbf k$ at the rate $\dot k_j=-eE_j/\hbar$. Apart from a phase, write the state that starts in band $n$ as $|n\rangle+\sum_{m\ne n}a_m|m\rangle$. To first order in the rate, the Schrödinger equation projected on $m$ reads

$$\varepsilon_n a_m+i\hbar\dot k_j\langle m|\partial_jn\rangle=\varepsilon_m a_m .$$

With $\langle m|\partial_jn\rangle=(\partial_jH)_{mn}/(\varepsilon_n-\varepsilon_m)$ this gives

$$a_m=-\frac{i\hbar\dot k_j(\partial_jH)_{mn}}{(\varepsilon_n-\varepsilon_m)^2}.$$

An observable $A$ changes by $2\operatorname{Re}\sum_mA_{nm}a_m$. Since $\operatorname{Re}(-iz)=\operatorname{Im}z$,

$$\delta A_n=2\hbar\dot k_jF^A_{n,j}=-2eE_jF^A_{n,j},\qquad F^A_{n,j}=\operatorname{Im}\sum_{m\neq n}\frac{A_{nm}(\partial_jH)_{mn}}{(\varepsilon_n-\varepsilon_m)^2}.$$

For charge, the current operator is $-e\,\partial_iH/\hbar$. For spin $\hbar\sigma_c/2$, the conventional spin current is $A^c_i=\frac14\{\sigma_c,\partial_iH\}$. With $\int_k=\int d^dk/(2\pi)^d$ and occupations $f_n$,

$$\sigma^{o}_{ij}=\frac{2e^2}{\hbar}\int_k\sum_nf_nF^{\partial_iH}_{n,j},\qquad
\sigma^{c,e}_{ij}=-2e\int_k\sum_nf_nF^{A^c_i}_{n,j}.$$

The parities follow from $H(\mathbf k)\to\Theta H(-\mathbf k)\Theta^{-1}$, with $\Theta$ antiunitary. Each $\partial_iH$ changes sign because $\mathbf k$ does. The operator $A^c_i$ does not, because $\sigma_c$ also changes sign. Complex conjugation reverses the imaginary part. The charge expression gets $(-)(-)(-)=-$, the spin expression $(+)(-)(-)=+$.

The field also shifts the occupation. In the relaxation-time approximation, $\dot k_j\partial_jf=-\delta f/\tau$, so $\delta f_n=(e\tau/\hbar)E_jf'_n\partial_j\varepsilon_n$, where $f'=\partial f/\partial\varepsilon$. The spin current from this shift is

$$\sigma^{c,o}_{ij}=\frac{e\tau}{\hbar}\int_k\sum_nf'_n(A^c_i)_{nn}\partial_j\varepsilon_n .$$

It is odd, since $A^c_i$ keeps its sign and the velocity does not. Inserting $\delta f$ into the Hall current gives the Berry-curvature-dipole response,

$$\chi^e_{ijk}=\frac{2e^3\tau}{\hbar^2}\int_k\sum_nf'_n(\partial_k\varepsilon_n)F^{\partial_iH}_{n,j}\quad\text{symmetrized in }jk .$$

One more velocity has turned the odd Hall expression into an even one. Time parity is thus not a synonym for "intrinsic": in these formulas the $\tau$-independent part is odd for charge and even for spin. They assume that $\hbar/\tau$ is small compared with the separation of the bands that contribute, and they leave out skew scattering, side jumps, any dependence of $\tau$ on the state, and scattering into a state (vertex corrections). These omitted terms need not vanish as $\hbar/\tau\to0$. The symmetry forms do not rely on these approximations.

## A layer in three magnetic states

Take a square lattice with $a=1$ and $H=\varepsilon+\mathbf d\cdot\boldsymbol\sigma$, where

$$\varepsilon=-2t(\cos k_x+\cos k_y),\quad \mathbf d=(\lambda\sin k_y,\,-\lambda\sin k_x,\,J\sin k_x\sin k_y)+\mathbf b.$$

The $\lambda$ term is Rashba spin-orbit coupling, the $J$ term an altermagnetic spin splitting, and $\mathbf b$ a uniform exchange field. A spatial operation replaces $\mathbf d(\mathbf k)$ by $(\det R)R\,\mathbf d(R^{-1}\mathbf k)$, and $T$ replaces it by $-\mathbf d(-\mathbf k)$.

For $\mathbf b=0$, consider the quarter turn with $T$. Here $-R^{-1}\mathbf k=(-k_y,k_x)$, where $\mathbf d=(\lambda\sin k_x,\lambda\sin k_y,-J\sin k_x\sin k_y)$. Applying $-R$ returns the original $\mathbf d(\mathbf k)$. The mirror $m_x$ also preserves it, and the group is $4'mm'$.

The parameters are $\lambda=J=0.5t$, $\mu=-2t$ and $k_BT=0.1t$. The integrals are sums over a uniform $240\times240$ mesh.

**No exchange field.** The Hall conductivity vanishes, and

$$\sigma^{z,e}_{xy}=-\sigma^{z,e}_{yx}=-0.0338\,e,\qquad \sigma^{z,o}_{xy}=\sigma^{z,o}_{yx}=-0.0137\,\frac{e\tau t}{\hbar}.$$

For $\tau t/\hbar=10$, and without the corrections that a finite $\hbar/\tau$ brings, the odd part is $-0.137\,e$. In this approximation the totals are $\sigma^z_{xy}=-0.0338e-0.137e=-0.171e$ and $\sigma^z_{yx}=+0.0338e-0.137e=-0.103e$.

These numbers illustrate the symmetry form; their size depends on the scattering model even for long $\tau$. At $J=0$ one has $A^z_x=t\sin k_x\,\sigma_z=-(\hbar t/2\lambda)\,d\sigma_x/dt$, so this spin current vanishes in a steady state when scattering conserves spin, while the formula for $\sigma^{z,e}_{xy}$ gives $-0.039\,e$. The single relaxation time lets spin decay at the rate $1/\tau$ and misses this cancellation. At $J=0.5t$, relaxation towards a local equilibrium that carries the same total spin gives about $-0.0002\,e$ for the even part and $-0.005\,e\tau t/\hbar$ for the odd part.

The limit $\lambda=0$ shows what each term does. Spin $z$ is then conserved, $\sigma_z$ and $\partial_jH$ have no interband elements, and the even part of $\sigma^z_{ij}$ is zero although the group allows it. The bands are $\varepsilon_\pm=\varepsilon\pm J\sin k_x\sin k_y$, with $(A^z_x)_{\pm\pm}=\pm\frac12\partial_x\varepsilon_\pm$. Using $f'\partial_x\varepsilon_\pm=\partial_xf_\pm$ and integrating by parts over the periodic zone,

$$\sigma^{z,o}_{xy}=-\frac{e\tau}{2\hbar}\int_k\sum_\pm\pm f_\pm\,\partial_x\partial_y\varepsilon_\pm
=-\frac{e\tau J}{2\hbar}\int_k(f_++f_-)\cos k_x\cos k_y .$$

To first order in $J$ and at zero temperature, the occupied states at $\mu=-2t$ satisfy $\cos k_x+\cos k_y>1$. Both cosines are then positive, and the response is negative for $J>0$. The calculated value at $\lambda=0.5t$ has this sign.

**Field $0.2t$ along $z$.** The field changes sign under the quarter turn with $T$ and under $m_x$. It survives $C_2$ and the diagonal mirrors with $T$, so four elements remain. A Hall effect is now allowed, with

$$\sigma_{xy}=-0.00203\,\frac{e^2}{\hbar}=-0.0127\,\frac{e^2}{h},$$

the factor being $2\pi$. The in-plane nonlinear response stays zero, because $C_2$ reverses all three of its indices.

**The same field along $y$.** Only the identity and $m_y$ remain. The mirror reverses the single $y$ in $\sigma_{xy}$ and forbids it. The one Hall component that the group permits lies in the $xz$ plane, and the layer has no motion along $z$ to supply it. But $\chi_{xyy}$ has two $y$ indices and survives:

$$\chi^e_{xyy}=-0.00396\,\frac{e^3\tau a}{\hbar^2},\qquad \chi^e_{yxy}=+0.00198\,\frac{e^3\tau a}{\hbar^2}.$$

The ratio follows from zero work: the coefficient of $E_xE_y^2$ in the power is $\chi_{xyy}+\chi_{yxy}+\chi_{yyx}=0$, so $\chi_{xyy}=-2\chi_{yxy}$. This crystal has a nonlinear Hall current in the plane without a linear one. It is not the whole current $J_x\propto E_y^2$: the second-order shift of the occupation adds an odd, totally symmetric term, $-(e^3\tau^2/\hbar^3)\int_k\sum_nf_n\,\partial_i\partial_j\partial_k\varepsilon_n$, with $\chi^o_{xyy}=-0.00306\,e^3\tau^2ta/\hbar^3$. At $\tau t/\hbar=10$ it is about eight times $\chi^e_{xyy}$, and the two are separated by reversing the magnetic state.

## Guidance for using the setting

**Separate the parities by reversing the magnetic state.** In $4'mm'$ one may instead antisymmetrize $\sigma^z_{xy}$ to get the even part, since $\frac12(-0.171+0.103)e=-0.034e$. With the field along $y$ this fails. There the even values are $\sigma^z_{xy}=-0.0344e$ and $\sigma^z_{yx}=0.0316e$, with antisymmetric part $-0.0330e$. The odd values are $-0.0152$ and $-0.0120$ in units of $e\tau t/\hbar$, with antisymmetric part $-0.0016$. For $\tau t/\hbar=10$ the antisymmetrized total is $-0.0330e-0.016e=-0.049e$, which is not the even part. When reversing, change the sign of every magnetic term, here $J$ and $\mathbf b$, and keep $\lambda$.

**Give the group of the magnetic state, not of the bare lattice.** If $G$ is contained in a larger group $G'$, every tensor invariant under $G'$ is invariant under $G$, but not conversely. A symmetry tolerance that is too loose, and so finds $G'$, can delete a real response. In the layer, imposing $4'mm'$ after the field along $z$ is switched on would delete $\sigma_{xy}$. A group that is too small deletes nothing, but leaves relations unused.

**Inspect the residual before symmetrizing numbers.** In Cartesian axes $D_\nu(g)$ is orthogonal, and averaging over $g$ and $g^{-1}$ makes $P$ symmetric. It is thus an orthogonal projector. If $X_0$ is the true, allowed tensor and $X$ the computed one,

$$\|X-X_0\|^2=\|PX-X_0\|^2+\|(1-P)X\|^2 .$$

With the correct group, projection cannot increase the error. The removed part $(1-P)X$ measures the symmetry violation of the calculation, for instance from an asymmetric mesh. This requires that $X$ hold only what $P$ describes: one time parity and, for the nonlinear Hall tensor, only the part that does no work. Otherwise real response is counted as a violation. It says nothing about an error inside the allowed space. A large residual calls for a check of the group and of the axes: the matrices $R$ and the tensor must refer to the same frame.

**Treat weak spin-orbit coupling with care.** The magnetic point group turns spin and lattice together. Without spin-orbit coupling, separate spin rotations can add constraints. The form printed by the setting is then still correct, but may contain components that vanish, as the even $\sigma^z_{xy}$ does at $\lambda=0$.

**Match the form to the sample.** The analysis describes a homogeneous single domain. In a sample with equal amounts of two reversed domains, the volume average of the odd part is zero, while that of the even part remains.
